# Why widening an oxide gap does not fix its defect levels

**Q:** My semi-local calculation for an oxide gives a gap of 3 eV, and a better method gives 5 eV. A defect level lies at midgap. I widen the gap rigidly by 2 eV and put the level at the new midgap, 2.5 eV above the valence edge. The widening is known, so the corrected level is known too.

**A:** The widening is a statement about two host states, the valence-band maximum and the conduction-band minimum. Your defect state is neither. To move it, you need an operator that acts on it. Which operator do you have in mind?

**Q:** The usual scissor: valence states move by one constant and conduction states by another.

**A:** Then let \(P_v\) and \(P_c\) project on the valence and conduction bands of the pristine host, with \(P_v+P_c=1\) in the host's orbital space. The correction and the gap widening are

\[
C=\Delta_vP_v+\Delta_cP_c,\qquad \Delta=\Delta_c-\Delta_v>0 .
\]

A pristine valence state is an eigenstate of \(C\) with eigenvalue \(\Delta_v\), and a conduction state has eigenvalue \(\Delta_c\). The edges become \(E_v+\Delta_v\) and \(E_c+\Delta_c\), so the gap grows by \(\Delta\).

Now add a defect. I take orthonormal orbitals and one-particle eigenvalues, and hold the defect potential fixed while \(C\) is switched on. A vacancy removes orbitals. Let \(Q\) project on the host orbitals that remain. An impurity may also bring a foreign orbital \(|i\rangle\), outside the host's space, which needs a shift \(\Delta_i\) of its own:

\[
C_d=\Delta_vQP_vQ+\Delta_cQP_cQ+\Delta_i|i\rangle\langle i| .
\]

For a normalized defect state \(\psi\), define the weights

\[
w_{v}=\langle\psi|QP_{v}Q|\psi\rangle,\quad
w_{c}=\langle\psi|QP_{c}Q|\psi\rangle,\quad
w_i=|\langle i|\psi\rangle|^2 .
\]

Because \(QP_vQ+QP_cQ=Q(P_v+P_c)Q=Q\), and \(Q+|i\rangle\langle i|\) is the identity for the defective system, \(w_v+w_c+w_i=1\).

**Q:** How do the weights turn into a shift of the level?

**A:** Take \(H(\lambda)=H+\lambda C_d\), with \(\lambda\) running from 0 to 1, and follow the state with \(H(\lambda)\psi=\varepsilon\psi\). Differentiating \(\varepsilon=\langle\psi|H(\lambda)|\psi\rangle\) gives

\[
\frac{d\varepsilon}{d\lambda}
=\langle\psi|C_d|\psi\rangle
+\varepsilon\frac{d}{d\lambda}\langle\psi|\psi\rangle
=\Delta_vw_v+\Delta_cw_c+\Delta_iw_i .
\]

The middle term vanishes because the norm stays equal to one. If the level is a symmetry multiplet, \(C_d\) shares the symmetry of the defect and acts within the multiplet as a multiple of the identity, so each member has the same weights.

You quote the level from the valence edge, which itself moves by \(\Delta_v\). Let \(x=\varepsilon-E_v\), with the shifted edge used after the correction. Replace \(w_v\) by \(1-w_c-w_i\):

\[
\begin{aligned}
\frac{dx}{d\lambda}
&=\Delta_v(1-w_c-w_i)+\Delta_cw_c+\Delta_iw_i-\Delta_v\\
&=\Delta\,w_c+(\Delta_i-\Delta_v)\,w_i .
\end{aligned}
\]

Integrating over the coupling,

\[
x(1)-x(0)=\int_0^1\left[\Delta\,w_c(\lambda)+(\Delta_i-\Delta_v)\,w_i(\lambda)\right]d\lambda .
\]

First-order perturbation theory replaces the weights by their values at \(\lambda=0\). The integral also contains the change of the state along the way.

**Q:** For a vacancy there is no foreign orbital. Then the separate edge shifts drop out and the gap widening is enough after all.

**A:** The first half is right, and it limits how far one may go in the other direction. With \(w_i=0\) the correction is

\[
C_d=\Delta_vQ+\Delta\,QP_cQ .
\]

The first term is a constant on the remaining orbitals. It moves the level and the valence edge together, so for this operator the relative level does not depend on how \(\Delta\) is divided between the edges. The level on an external energy scale, such as one fixed by a contact, still moves with \(\Delta_v\).

The second half does not follow, because \(w_c\) is still there. It is the squared length of the conduction part of \(\psi\), so \(0\le w_c\le1\), and

\[
0\le x(1)-x(0)\le\Delta .
\]

That interval is what the widening alone supplies. A level with \(w_c\) near zero along the path stays at its height above the valence edge. One with \(w_c\) near one keeps its distance from the conduction edge. Your midgap rule needs a path-averaged \(w_c\) of one half, and nothing about being at midgap guarantees that.

**Q:** I would have thought that a state halfway between the bands is half of each. Can you show two defects with the same starting level that separate?

**A:** A model cluster will do it. Take a rocksalt lattice with one \(s\) orbital per cation and three \(p\) orbitals per anion, in a periodic cube of 216 sites, hence 432 orbitals. These are round model parameters for a generic oxide:

- on-site energies \(E_s=5.8\) eV and \(E_p=0\);
- hopping \(-t_{ss}\) between neighbouring cations, with \(t_{ss}=0.2\) eV;
- hopping \(t_{pp}d_ad_b\) between \(p_a\) and \(p_b\) on neighbouring anions, where \(\mathbf d\) is the unit vector joining them and \(t_{pp}=0.1\) eV;
- hopping \(\pm t_{sp}\) between a cation and the \(p\) orbital pointing at it, with \(t_{sp}=0.5\) eV and the plus sign when the anion is on the positive side of the cation.

**Q:** Where are the band edges of this host?

**A:** Each ion has twelve neighbours of its own kind. Start with the anions alone, with normalized real amplitudes \(\mathbf u_R\); real ones suffice for a real symmetric matrix. Their hopping energy obeys

\[
\begin{aligned}
t_{pp}\sum_{R,\mathbf d}(\mathbf d\cdot\mathbf u_R)(\mathbf d\cdot\mathbf u_{R+\mathbf d})
&\le t_{pp}\sum_{R,\mathbf d}(\mathbf d\cdot\mathbf u_R)^2\\
&=4t_{pp}.
\end{aligned}
\]

Here \(R+\mathbf d\) means the neighbour in direction \(\mathbf d\). The inequality is \(ab\le(a^2+b^2)/2\), with both squares giving the same lattice sum. The last step uses \(\sum_{\mathbf d}d_ad_b=4\delta_{ab}\): for each axis, eight of the twelve directions have \(d_a^2=1/2\). A uniform \(\mathbf u_R\) reaches the bound. The same inequality for the cations gives a minimum hopping energy \(-12t_{ss}\), again reached by uniform amplitudes.

For uniform amplitudes the \(s\)–\(p\) coupling cancels, since each cation, and likewise each anion \(p\) orbital, sees \(+t_{sp}\) on one side and \(-t_{sp}\) on the other. Both extremal states therefore survive as eigenstates. Other states do couple, but they cannot enter the gap. Let \(A\) be the \(s\) block, \(D\) the \(p\) block and \(B\) the coupling, and suppose \(E\) lies above all of \(D\) and below all of \(A\). The eigenvalue equations are

\[
(A-E)a+Bb=0,\qquad B^\dagger a+(D-E)b=0 .
\]

Multiply the first by \(a^\dagger\) and the second by \(b^\dagger\). The coupling terms \(a^\dagger Bb\) and \(b^\dagger B^\dagger a\) are complex conjugates, and both are real because the other terms are. Hence

\[
a^\dagger(A-E)a=b^\dagger(D-E)b .
\]

The left side is positive unless \(a=0\), and the right side is negative unless \(b=0\). No nonzero state fits. The edges are

\[
\begin{aligned}
E_v&=E_p+4t_{pp}=0+4(0.1)=0.4\ \text{eV},\\
E_c&=E_s-12t_{ss}=5.8-12(0.2)=3.4\ \text{eV},
\end{aligned}
\]

and the gap is 3.0 eV, as in your case.

**Q:** And the two defects?

**A:** They are put in separately. The first is an anion vacancy: three \(p\) orbitals are removed and the \(s\) energies of the six neighbouring cations are lowered. The second is a cation vacancy: one \(s\) orbital is removed and the \(p\) energies of the six neighbouring anions are raised. Each potential puts several levels in the gap. I follow the lowest of them for the anion vacancy, which is nondegenerate, and the highest for the cation vacancy, which is a triplet. I choose each potential by root-finding, so that the level followed lies 1.50 eV above the valence edge. This takes a lowering of 3.42 eV for the anion vacancy and a raising of 1.79 eV for the cation vacancy. These two levels are made by the shifts on the neighbours: by symmetry neither mixes with the removed orbitals, and both stay at 1.50 eV if those orbitals are kept. They serve as two localized states of different character, not as a description of real vacancies.

The eigenvectors of the uncorrected problem then give \(w_c=0.927\) for the anion vacancy, and \(w_c=0\) to four decimals for the cation vacancy. Both levels are at midgap, and neither is half of each band.

**Q:** So after widening by 2 eV?

**A:** To first order,

\[
\begin{aligned}
x_{\text{anion}}&\approx1.50+2.00(0.927)=3.35\ \text{eV},\\
x_{\text{cation}}&\approx1.50+2.00(0)=1.50\ \text{eV}.
\end{aligned}
\]

Diagonalizing the corrected matrices gives 3.42 eV and 1.50 eV. Two levels that coincided are now 1.92 eV apart, or \(3.07\times10^{-19}\) J. The initial level, the gap and the widening were the same for both, so no rule that uses only those three numbers can give both answers. Your rule gives 2.50 eV, too low by 0.92 eV for one and too high by 1.00 eV for the other, relative to this model's corrected levels.

The anion-vacancy level nearly follows the conduction edge: its distance below that edge goes from 1.50 eV to \(5.00-3.42=1.58\) eV.

**Q:** Why does the cation vacancy have no conduction weight at all? I expected at least a little mixing.

**A:** The level I followed is threefold degenerate, and one pattern accounts for what the diagonalization shows. Put the vacancy at the origin, with its neighbouring anions one unit away along the axes. Give \(p_y\) on the anions at \(+x\) and \(-x\) the amplitudes \(+1\) and \(-1\), and \(p_x\) on those at \(+y\) and \(-y\) the amplitudes \(-1\) and \(+1\). The arrows circulate around the \(z\) axis. Circulation around \(x\) and \(y\) gives two equivalent partners.

Consider the cation at \((1,1,0)\). The anion at \((1,0,0)\) lies on its negative \(y\) side and contributes \(-t_{sp}(+1)\). The anion at \((0,1,0)\) lies on its negative \(x\) side and contributes \(-t_{sp}(-1)\). The sum is zero. The other three cations in the plane follow by rotation, and the remaining neighbours, including the host cation that stood at the origin, do not couple to these sideways \(p\) orbitals.

This keeps the pattern, call it \(\phi\), almost out of the conduction bands. Take a host conduction state of energy \(E\) with anion part \(b\), and project the second eigenvalue equation above on \(\phi\). The coupling term drops out, leaving \(\phi^\dagger(D-E)b=0\), or \(\phi^\dagger b=\phi^\dagger Db/E\). Since \(E_p=0\), \(D\) contains only the hopping between anions, which is weak compared with \(E\ge3.4\) eV, and \(b\) is itself the minor part of a conduction state.

The energy of the pattern agrees as well. Between \((1,0,0)\) and \((0,1,0)\), \(d_xd_y=-1/2\), and the amplitudes have opposite signs, so the bond contributes \(+t_{pp}/2\) to the energy seen by each site. Each site has two such bonds, which gives

\[
E_p+1.79+2\left(\tfrac12\right)(0.1)=1.89\ \text{eV}.
\]

The diagonalized level is at \(0.40+1.50=1.90\) eV on the same scale. The pattern ignores the tail on more distant anions, so it does not prove that the conduction weight is strictly zero. The vanishing weight belongs to this state in this model and is not a property of cation vacancies in general.

**Q:** For the anion vacancy, first order gave 3.35 eV and diagonalization 3.42 eV. Where does the difference come from?

**A:** The state changes as the correction is turned on. Differentiate \((H+\lambda C_d-\varepsilon)\psi=0\) and project on another eigenstate \(m\):

\[
\left\langle m\middle|\frac{d\psi}{d\lambda}\right\rangle
=\frac{\langle m|C_d|\psi\rangle}{\varepsilon-\varepsilon_m}.
\]

Putting this into the derivative of \(\langle\psi|C_d|\psi\rangle\), with real states, gives

\[
\frac{d^2\varepsilon}{d\lambda^2}
=2\sum_{m\ne\psi}\frac{|\langle m|C_d|\psi\rangle|^2}{\varepsilon-\varepsilon_m}.
\]

States below push the level up, and states above push it down. Taylor's formula with remainder is

\[
\varepsilon(1)=\varepsilon(0)+\varepsilon'(0)+\int_0^1(1-\lambda)\,\varepsilon''(\lambda)\,d\lambda .
\]

The excess over first order is positive, 0.06 eV before rounding the two levels, so the push from below prevails in this weighted average. In terms of weights, the full shift of 1.92 eV means a path-averaged \(w_c\) of \(1.92/2.00=0.96\), against 0.93 at the start. First order becomes unsafe when \(C_d\) couples the defect state strongly to a state close in energy.

**Q:** Then I need the character of the state. But you said that the separate edge shifts cancel, so I can still ignore those.

**A:** They cancel when the defect lives entirely in host orbitals. Replace one cation by an impurity with a single foreign orbital that couples to the six adjacent anions by 0.5 eV, with the same sign pattern as the \(s\) orbital, and has no hopping to other cations. An orbital energy of 1.20 eV puts its level at 1.50 eV above the valence edge. The weights are \(w_v=0.241\), \(w_c=0.011\) and \(w_i=0.748\).

Suppose the foreign orbital stays fixed on the external energy scale, \(\Delta_i=0\). First order then reads

\[
x\approx1.50+2.00(0.011)-0.748\,\Delta_v .
\]

For three ways of making the same 2 eV widening, this estimate and the diagonalized level above the valence edge are:

| \(\Delta_v,\ \Delta_c\) (eV) | first order (eV) | diagonalized (eV) |
|---|---:|---:|
| \(0,\ +2\) | 1.52 | 1.52 |
| \(-1,\ +1\) | 2.27 | 2.32 |
| \(-2,\ 0\) | 3.02 | 3.20 |

**Q:** The gap is 5 eV in every row, yet the level moves by more than an electronvolt.

**A:** By 1.67 eV from the first row to the last. The valence edge drops by 2.00 eV between those rows. On the external scale the level drops too, but only from 1.92 to 1.60 eV: the foreign orbital stays put, and the level is pulled down mainly through its valence part. The difference between the two drops, before rounding, is the 1.67 eV.

What matters for the relative level is \(\Delta_i-\Delta_v\). If the foreign orbital moved rigidly with the valence band, \(\Delta_i=\Delta_v\), the second term in the integral would vanish and the three rows would agree. If \(\Delta_i\) lies between \(\Delta_v\) and \(\Delta_c\), the shift still lies between 0 and \(\Delta\), because

\[
0\le\Delta\,w_c+(\Delta_i-\Delta_v)w_i\le\Delta(w_c+w_i)\le\Delta .
\]

Outside that range of \(\Delta_i\), this argument no longer confines the level to the interval.

**Q:** Suppose I have both edge shifts and no foreign orbital. Surely the answer is then unique.

**A:** It is unique once you have also said which operator produces those shifts. So far that was the band projector. Instead, raise the energy of every cation \(s\) orbital by 2 eV:

\[
C_s=\Delta P_s ,
\]

where \(P_s\) projects on the cation \(s\) orbitals. In the pristine host, the argument for the edges holds with \(E_s\) replaced by \(E_s+\Delta\). The valence edge stays at 0.4 eV and the conduction edge goes to 5.4 eV, just as for the scissor with \(\Delta_v=0\) and \(\Delta_c=2\) eV.

**Q:** Equal edges, then. Does the anion vacancy notice the difference?

**A:** It does, because its derivative is now \(\Delta w_s\), with \(w_s=\langle\psi|P_s|\psi\rangle\). Conduction weight and cation-\(s\) weight are different quantities: except at special points such as the zone centre, conduction states in this host contain some anion \(p\) character. For the anion vacancy \(w_s=0.803\), while \(w_c=0.927\). The \(p\) weight of a conduction state here is at most about 0.06, which covers less than half of that difference; the rest is the cross term between the \(s\) amplitudes of the valence and conduction parts of \(\psi\). First order gives

\[
x\approx1.50+2.00(0.803)=3.11\ \text{eV},
\]

and diagonalization gives 3.27 eV. The scissor gave 3.42 eV, so the choice of operator changes the level by 0.15 eV with both pristine edges unchanged. For the cation vacancy both corrections leave the level at 1.50 eV, since its \(s\) weight is also zero to four decimals. How much the choice matters thus depends on the defect.

**Q:** How far should I trust these digits? A periodic cluster contains copies of the defect.

**A:** With the same defect parameters in a periodic cube of 512 sites, the anion-vacancy level is 1.53 eV before the scissor and 3.44 eV after it. The changes from the smaller cube are about 0.03 and 0.02 eV. The other two levels, with \(\Delta_v=\Delta_i=0\) for the impurity, change by about 0.001 eV or less. The separation of the two vacancies is far larger than this size effect. In the larger cube the cation-\(s\) correction gives 3.28 eV, so the difference between the two operators goes from 0.15 to 0.16 eV, and the anion-vacancy weights become \(w_c=0.925\) and \(w_s=0.791\). Still larger cubes move these levels by less than 0.004 eV. This comparison says nothing about how well the model represents a particular oxide.

**Q:** If I go back to a real calculation, what must I supply in place of the single number 2 eV?

**A:** For a first estimate within a scissor model, keep the widening and supply the conduction weight of the defect state as well. If it contains an orbital foreign to the host, supply that orbital's weight and its shift relative to the valence edge. This split belongs to a minimal orthonormal basis. In a complete basis the host bands span the whole space, so what counts as foreign, and how it shifts, is part of choosing the operator. To place the level on an external scale, supply \(\Delta_v\) on that scale as well. When the weights change appreciably, diagonalize the corrected defect Hamiltonian instead of using the initial weights.

There is also a condition I imposed at the start: the defect potential was held fixed. A method that changes the exchange, the screening or the density near the defect adds an operator \(\delta V\), and with it a term \(\int_0^1\langle\psi|\delta V|\psi\rangle\,d\lambda\) in the shift. Host edges alone do not determine that term. If the better method can treat the defect itself, its own defect Hamiltonian contains this change, and no scissor is needed.

**Q:** And if the level I want is the Fermi energy at which the defect changes charge?

**A:** That is a difference of total energies between two charge states, including the relaxation of the atoms in each. The eigenvalues here do not supply it. They do settle your original claim: even at the simpler one-particle level, with the potential frozen, a known gap widening leaves the defect level open until the correction and the state it acts on are specified.
